**Cu L3 RIXS amplitudes of a single ion with an x²−y² hole**

The program tests $B_f=\tfrac23\,\mathbf a\cdot\mathbf b+\tfrac i3(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma$, the amplitude matrix in ion spin for final orbital $f$, in units of $A_0=R^2/5$ with $R$ the 2p–3d radial integral. Here $\mathbf a=Q^{x^2-y^2}\boldsymbol\epsilon$ and $\mathbf b=Q^f\boldsymbol\epsilon'^*$, $Q$ is the symmetric traceless matrix of a $d$ orbital, $\boldsymbol\epsilon$ and $\boldsymbol\epsilon'$ are the incoming and outgoing polarizations, and $\boldsymbol\sigma$ are the Pauli matrices. It builds all one-hole states with fermion signs, takes dipole integrals from quadrature and finds the L3 states by diagonalization. It asserts agreement with the compact formula for random complex polarizations, and with the closed channel table, the spin-flip ratios and the total intensities at random angles. A resolvent calculation asserts the form of the L2 correction and the absence of spin flips at zero core splitting. For a scattering angle of 130° and an in-plane spin, the output shows a flipped-to-kept ratio within x²−y² of 1.40 for incident π and 0.045 for incident σ at grazing exit. With a splitting of 20 eV and a half width of 0.3 eV, L2 changes the amplitudes in that geometry by at most 0.0052 $A_0$, with spins referred to $z$.

## Verification by program

```python
"""Cu L3 RIXS amplitudes of a single 3d9 ion with its hole in x2-y2.

Result under test: for final d orbital f the amplitude is a matrix in ion spin,
    B_f = (2/3) a.b + (i/3) (a x b).sigma,   a = Q_i e_in,  b = Q_f conj(e_out),
in units A0 = R^2/5 (R = 2p-3d radial integral), resonance denominator removed.
Q is the symmetric traceless matrix of a real d orbital, Tr Q^2 = 2.
Geometry: scattering plane xz, surface normal z; theta = incidence angle and
beta = exit angle, both from the surface; theta + beta = scattering angle.
Independent road: explicit one-hole many-electron states with fermion signs,
dipole integrals by quadrature, core states by diagonalization.
"""
import numpy as np

ORBITALS = ["x2-y2", "3z2-r2", "xy", "xz", "yz"]
CHANNELS = [("sigma", "sigma"), ("sigma", "pi"), ("pi", "sigma"), ("pi", "pi")]
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
rng = np.random.default_rng(7)

# ---------- dipole integrals <d|n_i|p_a> by quadrature on the sphere ----------
mu, weight = np.polynomial.legendre.leggauss(8)
azimuth = 2 * np.pi * np.arange(16) / 16
MU, AZ = np.meshgrid(mu, azimuth, indexing="ij")
W = np.repeat(weight[:, None], 16, axis=1) * 2 * np.pi / 16
X, Y, Z = np.sqrt(1 - MU**2) * np.cos(AZ), np.sqrt(1 - MU**2) * np.sin(AZ), MU
unit = np.array([X, Y, Z])
p_fun = np.sqrt(3 / (4 * np.pi)) * unit
c2 = np.sqrt(15 / (4 * np.pi))
d_fun = np.array([c2 * (X**2 - Y**2) / 2,
                  np.sqrt(5 / (16 * np.pi)) * (3 * Z**2 - 1),
                  c2 * X * Y, c2 * X * Z, c2 * Y * Z])
dipole = np.einsum("dtp,itp,atp,tp->dia", d_fun, unit, p_fun, W)

Q = np.zeros((5, 3, 3))
Q[0] = np.diag([1, -1, 0])
Q[1] = np.diag([-1, -1, 2]) / np.sqrt(3)
for orb, i, j in [(2, 0, 1), (3, 0, 2), (4, 1, 2)]:
    Q[orb, i, j] = Q[orb, j, i] = 1
assert np.allclose(dipole, Q / np.sqrt(5), atol=1e-12)

# ---------- many-electron one-hole space: 6 core + 10 valence modes ----------
NMODE = 16
FULL = (1 << NMODE) - 1


def fermion_sign(bits, mode):
    return (-1) ** bin(bits & ((1 << mode) - 1)).count("1")


def many_body(h):
    """Matrix of sum h_ij c+_i c_j between states labelled by the empty mode."""
    out = np.zeros((NMODE, NMODE), complex)
    pairs = [(int(i), int(j)) for i, j in zip(*np.nonzero(h))]
    for hole in range(NMODE):
        start = FULL ^ (1 << hole)
        for i, j in pairs:
            if not start >> j & 1:
                continue
            middle = start ^ (1 << j)
            if middle >> i & 1:
                continue
            end = middle | (1 << i)
            sign = fermion_sign(start, j) * fermion_sign(middle, i)
            out[(FULL ^ end).bit_length() - 1, hole] += h[i, j] * sign
    return out


absorb_ops, emit_ops = [], []
for i in range(3):
    h = np.zeros((NMODE, NMODE), complex)
    h[6:, :6] = np.kron(dipole[:, i, :], np.eye(2))
    absorb_ops.append(many_body(h))
    emit_ops.append(many_body(h.conj().T))
spin_ops = [many_body(np.kron(np.eye(8), s / 2)) for s in PAULI]
lower_spin = spin_ops[0] - 1j * spin_ops[1]

ion = np.zeros((5, NMODE, 2), complex)      # orbital, component, ion spin up/down
for d in range(5):
    removed = 6 + 2 * d + 1                  # remove the spin-down electron
    ion[d, removed, 0] = fermion_sign(FULL, removed)
    ion[d, :, 1] = lower_spin @ ion[d, :, 0]
    for k in range(3):
        assert np.allclose(ion[d].conj().T @ spin_ops[k] @ ion[d], PAULI[k] / 2)

# core spin-orbit operator, built from the m = 1, 0, -1 representation
r2 = np.sqrt(2)
raising = np.array([[0, r2, 0], [0, 0, r2], [0, 0, 0]])
L_m = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag([1, 0, -1])]
cart = np.array([[-1 / r2, 1j / r2, 0], [0, 0, 1], [1 / r2, 1j / r2, 0]])
L_cart = [cart.conj().T @ m @ cart for m in L_m]
h = np.zeros((NMODE, NMODE), complex)
h[:6, :6] = sum(np.kron(L_cart[k], PAULI[k] / 2) for k in range(3))
core_LS = many_body(h)[:6, :6]
level, vec = np.linalg.eigh(core_LS)
assert np.allclose(level, [-0.5] * 4 + [1.0] * 2)
L3_projector = vec[:, :4] @ vec[:, :4].conj().T


def state_amplitudes(e_in, e_out, core=L3_projector):
    """Amplitudes [orbital, final spin, initial spin] in A0 from explicit states."""
    absorb = sum(e_in[i] * absorb_ops[i] for i in range(3))[:6]
    emit = sum(np.conj(e_out[i]) * emit_ops[i] for i in range(3))[:, :6]
    total = 5 * emit @ core @ absorb @ ion[0]
    return np.array([ion[d].conj().T @ total for d in range(5)])


def spin_matrix(s, v):
    return s * np.eye(2) + 1j * np.einsum("k,kij->ij", v, PAULI)


def compact(e_in, e_out, scalar=2 / 3, vector=1 / 3):
    a = Q[0] @ e_in
    bs = [q @ np.conj(e_out) for q in Q]
    return np.array([spin_matrix(scalar * (a @ b), vector * np.cross(a, b)) for b in bs])


for _ in range(20):                          # general complex polarizations
    e1, e2 = rng.normal(size=(2, 3)) + 1j * rng.normal(size=(2, 3))
    assert np.allclose(state_amplitudes(e1, e2), compact(e1, e2), atol=1e-11)


# ---------- closed table for linear polarizations ----------
def polarization(theta, beta):
    e_in = {"sigma": np.array([0, 1, 0]),
            "pi": np.array([np.sin(theta), 0, np.cos(theta)])}
    e_out = {"sigma": np.array([0, 1, 0]),
             "pi": np.array([-np.sin(beta), 0, np.cos(beta)])}
    return e_in, e_out


def closed_table(theta, beta):
    """Rows (s, vx, vy, vz) of B = s + i v.sigma, orbitals in listed order."""
    t, s, c, g = np.sin(theta), np.sin(beta), np.cos(beta), np.sqrt(3)
    rows = {
        ("sigma", "sigma"): [(2, 0, 0, 0), (2 / g, 0, 0, 0), (0, 0, 0, 1),
                             (0, 0, 0, 0), (0, -1, 0, 0)],
        ("sigma", "pi"): [(0, 0, 0, -s), (0, -2 * c / g, 0, s / g),
                          (2 * s, 0, 0, 0), (0, s, 0, c), (-2 * c, 0, 0, 0)],
        ("pi", "sigma"): [(0, 0, 0, -t), (0, 0, 0, -t / g), (2 * t, 0, 0, 0),
                          (0, 0, 0, 0), (0, 0, -t, 0)],
        ("pi", "pi"): [(-2 * t * s, 0, 0, 0), (2 * t * s / g, 0, -2 * t * c / g, 0),
                       (0, 0, 0, -t * s), (2 * t * c, 0, t * s, 0),
                       (0, 0, 0, t * c)]}
    return {key: np.array(val) / 3 for key, val in rows.items()}


def along_spin(row, phi):
    """Kept and flipped amplitudes for ion spin initially up along azimuth phi."""
    s, vx, vy, vz = row
    kept = s + 1j * (vx * np.cos(phi) + vy * np.sin(phi))
    flip = 1j * vz - (vx * np.sin(phi) - vy * np.cos(phi))
    return kept, flip


def spinors(phi):
    return np.array([[1, 1], [np.exp(1j * phi), -np.exp(1j * phi)]]) / r2


def intensities(theta, beta, phi, incoming):
    """From explicit states: [orbital, kept/flipped], outgoing pol. summed."""
    e_in, e_out = polarization(theta, beta)
    U, result = spinors(phi), np.zeros((5, 2))
    for outgoing in ("sigma", "pi"):
        B = state_amplitudes(e_in[incoming], e_out[outgoing])
        for d in range(5):
            result[d] += np.abs((U.conj().T @ B[d] @ U)[:, 0]) ** 2
    return result


for _ in range(12):
    theta, beta = rng.uniform(0.2, 2.6, 2)
    phi = rng.uniform(0, 2 * np.pi)
    e_in, e_out = polarization(theta, beta)
    table, U = closed_table(theta, beta), spinors(phi)
    n_sigma = np.cos(phi) * PAULI[0] + np.sin(phi) * PAULI[1]
    assert np.allclose(n_sigma @ U, U @ np.diag([1, -1]))
    k_in = np.array([np.cos(theta), 0, -np.sin(theta)])
    k_out = np.array([np.cos(beta), 0, np.sin(beta)])
    assert abs(k_in @ e_in["pi"]) < 1e-12 and abs(k_out @ e_out["pi"]) < 1e-12
    assert np.isclose(k_in @ k_out, np.cos(theta + beta))
    half = (theta + beta) / 2
    assert np.isclose((k_in - k_out)[0], 2 * np.sin(half) * np.sin(half - theta))
    for pin, pout in CHANNELS:
        B = state_amplitudes(e_in[pin], e_out[pout])
        for d in range(5):
            row = table[pin, pout][d]
            assert np.allclose(B[d], spin_matrix(row[0], row[1:]), atol=1e-11)
            rotated = U.conj().T @ B[d] @ U
            assert np.allclose(rotated[:, 0], along_spin(row, phi), atol=1e-11)
            assert np.allclose(abs(rotated[0, 0]), abs(rotated[1, 1]))
            assert np.allclose(abs(rotated[1, 0]), abs(rotated[0, 1]))
        assert abs(B[0][1, 0]) < 1e-11       # spin along z: no flip in x2-y2
    Isig = intensities(theta, beta, phi, "sigma")
    Ipi = intensities(theta, beta, phi, "pi")
    sb2, st2 = np.sin(beta) ** 2, np.sin(theta) ** 2
    assert np.isclose(Isig[0, 1] / Isig[0, 0], sb2 / 4)
    assert np.isclose(Ipi[0, 1] / Ipi[0, 0], 1 / (4 * sb2))
    assert np.isclose(Isig.sum(), 41 / 27)
    assert np.isclose(Ipi.sum(), st2 * (38 / 27 + sb2 / 9))

# ---------- L2 admixture and the limit of no core spin-orbit coupling ----------
split_eV, half_width_eV = 20.0, 0.3


def resonant_core(splitting):
    """i*Gamma times the resolvent at the L3 peak; equals 1 on L3 states."""
    zeta = splitting / 1.5
    energy = -zeta / 2
    matrix = (energy + 1j * half_width_eV) * np.eye(6) - zeta * core_LS
    return 1j * half_width_eV * np.linalg.inv(matrix)


L2_factor = 1j * half_width_eV / (-split_eV + 1j * half_width_eV)
theta0, beta0, phi0 = np.radians([105.0, 25.0, 45.0])
e_in, e_out = polarization(theta0, beta0)
largest_change = 0.0
for pin, pout in CHANNELS:
    pair = e_in[pin], e_out[pout]
    full = state_amplitudes(*pair, resonant_core(split_eV))
    L3_only = state_amplitudes(*pair)
    L2_part = compact(*pair, scalar=1 / 3, vector=-1 / 3)
    assert np.allclose(full, L3_only + L2_factor * L2_part, atol=1e-11)
    largest_change = max(largest_change, np.abs(full - L3_only).max())
    no_split = state_amplitudes(*pair, resonant_core(0.0))
    assert np.allclose(no_split[:, 0, 1], 0, atol=1e-11)
    assert np.allclose(no_split[:, 1, 0], 0, atol=1e-11)
    assert np.allclose(no_split[:, 0, 0], no_split[:, 1, 1], atol=1e-11)
    assert np.allclose(no_split, compact(*pair, scalar=1, vector=0), atol=1e-11)


# ---------- worked example ----------
def show(z):
    re, im = round(z.real, 4) + 0.0, round(z.imag, 4) + 0.0
    return f"{re:+.4f}{im:+.4f}i"


scattering_deg = 130.0
scan_deg = [25.0, 65.0, 105.0]
print(f"scattering angle {scattering_deg:.0f} deg; spin azimuth "
      f"{np.degrees(phi0):.0f} deg from x")
for th in scan_deg:
    be = scattering_deg - th
    qx = np.cos(np.radians(th)) - np.cos(np.radians(be))
    print(f"theta {th:.0f} deg, beta {be:.0f} deg, q_x/k = {round(qx, 4) + 0.0:+.4f}")
print(f"sin(theta), sin(beta), cos(beta) at theta {np.degrees(theta0):.0f} deg: "
      f"{np.sin(theta0):.4f} {np.sin(beta0):.4f} {np.cos(beta0):.4f}")

print("Amplitudes (A0) at this theta: in->out, orbital, spin kept, spin flipped")
U = spinors(phi0)
for pin, pout in CHANNELS:
    B = state_amplitudes(e_in[pin], e_out[pout])
    for d, name in enumerate(ORBITALS):
        kept, flip = (U.conj().T @ B[d] @ U)[:, 0]
        print(f"{pin:>5}->{pout:<5} {name:<6} {show(kept)}  {show(flip)}")

print("Intensities (A0^2), outgoing pol. summed: kept/flipped at theta = "
      + ", ".join(f"{th:.0f}" for th in scan_deg) + " deg")
for pin in ("sigma", "pi"):
    scan = [intensities(np.radians(th), np.radians(scattering_deg - th), phi0, pin)
            for th in scan_deg]
    for d, name in enumerate(ORBITALS):
        print(f"{pin:>5} {name:<6} "
              + "  ".join(f"{I[d, 0]:.4f}/{I[d, 1]:.4f}" for I in scan))
    print(f"{pin:>5} total  " + "  ".join(f"{I.sum():.4f}" for I in scan))
    print(f"{pin:>5} x2-y2 flipped/kept ratio  "
          + "  ".join(f"{I[0, 1] / I[0, 0]:.4f}" for I in scan))

print(f"L3-L2 splitting {split_eV:.1f} eV, core half width {half_width_eV:.1f} eV")
print(f"|L2 factor| at L3 peak = {abs(L2_factor):.4f}")
print(f"largest amplitude change from L2 (spin along z basis) = {largest_change:.4f} A0")
print("all good")
```

Running it gives:

```
scattering angle 130 deg; spin azimuth 45 deg from x
theta 25 deg, beta 105 deg, q_x/k = +1.1651
theta 65 deg, beta 65 deg, q_x/k = +0.0000
theta 105 deg, beta 25 deg, q_x/k = -1.1651
sin(theta), sin(beta), cos(beta) at theta 105 deg: 0.9659 0.4226 0.9063
Amplitudes (A0) at this theta: in->out, orbital, spin kept, spin flipped
sigma->sigma x2-y2  +0.6667+0.0000i  +0.0000+0.0000i
sigma->sigma 3z2-r2 +0.3849+0.0000i  +0.0000+0.0000i
sigma->sigma xy     +0.0000+0.0000i  +0.0000+0.3333i
sigma->sigma xz     +0.0000+0.0000i  +0.0000+0.0000i
sigma->sigma yz     +0.0000-0.2357i  +0.2357+0.0000i
sigma->pi    x2-y2  +0.0000+0.0000i  +0.0000-0.1409i
sigma->pi    3z2-r2 +0.0000-0.2467i  +0.2467+0.0813i
sigma->pi    xy     +0.2817+0.0000i  +0.0000+0.0000i
sigma->pi    xz     +0.0000+0.0996i  -0.0996+0.3021i
sigma->pi    yz     -0.6042+0.0000i  +0.0000+0.0000i
   pi->sigma x2-y2  +0.0000+0.0000i  +0.0000-0.3220i
   pi->sigma 3z2-r2 +0.0000+0.0000i  +0.0000-0.1859i
   pi->sigma xy     +0.6440+0.0000i  +0.0000+0.0000i
   pi->sigma xz     +0.0000+0.0000i  +0.0000+0.0000i
   pi->sigma yz     +0.0000-0.2277i  -0.2277+0.0000i
   pi->pi    x2-y2  -0.2721+0.0000i  +0.0000+0.0000i
   pi->pi    3z2-r2 +0.1571-0.2383i  -0.2383+0.0000i
   pi->pi    xy     +0.0000+0.0000i  +0.0000-0.1361i
   pi->pi    xz     +0.5836+0.0962i  +0.0962+0.0000i
   pi->pi    yz     +0.0000+0.0000i  +0.0000+0.2918i
Intensities (A0^2), outgoing pol. summed: kept/flipped at theta = 25, 65, 105 deg
sigma x2-y2  0.4444/0.1037  0.4444/0.0913  0.4444/0.0198
sigma 3z2-r2 0.1531/0.0395  0.1614/0.0437  0.2090/0.0675
sigma xy     0.4147/0.1111  0.3651/0.1111  0.0794/0.1111
sigma xz     0.0518/0.0593  0.0456/0.0655  0.0099/0.1012
sigma yz     0.0853/0.0556  0.1349/0.0556  0.4206/0.0556
sigma total  1.5185  1.5185  1.5185
sigma x2-y2 flipped/kept ratio  0.2333  0.2053  0.0447
   pi x2-y2  0.0741/0.0198  0.2999/0.0913  0.0741/0.1037
   pi 3z2-r2 0.0256/0.0075  0.1108/0.0413  0.0815/0.0913
   pi xy     0.0794/0.0185  0.3651/0.0750  0.4147/0.0185
   pi xz     0.0146/0.0093  0.1027/0.0375  0.3499/0.0093
   pi yz     0.0099/0.0113  0.0456/0.0619  0.0518/0.1370
   pi total  0.2699  1.2310  1.3316
   pi x2-y2 flipped/kept ratio  0.2679  0.3044  1.3997
L3-L2 splitting 20.0 eV, core half width 0.3 eV
|L2 factor| at L3 peak = 0.0150
largest amplitude change from L2 (spin along z basis) = 0.0052 A0
all good
```
